Collision efficiency from Troe's relation at half kT mean loss

**Problem**

A precursor molecule dilute in a bath gas decomposes when its internal energy E exceeds a threshold E0. Collisions with the bath supply the energy. In the low-pressure limit, every molecule lifted above E0 reacts before its next collision. The collision efficiency b is the rate constant in this limit divided by the value it would have if each collision restored thermal equilibrium (a "strong" collision). Troe's weak-collision relation reads

b/(1 − √b) = L/(F kT).

Here L = −⟨ΔE⟩ is the mean energy lost per collision by a molecule with energy near E0, averaged over all its collisions, those that raise its energy as well as those that lower it. The energy-dependence factor F is defined from the equilibrium population f(E), which is proportional to ρ(E) exp(−E/kT) with ρ the density of internal states:

F = [∫ f(E) dE from E0 to ∞] / [kT f(E0)].

(a) Find b for L = kT/2 and F = 1.
(b) Derive the relation for a model in which the probability of a downward jump falls exponentially with its size.
(c) Estimate what the result means for silane in nitrogen at 900 K and 0.5 Torr, and how far the neglected effects move it.

**Hints**

1. The relation is quadratic in x = √b, not in b. What range may x have?
2. For (b), take f(E) exponential near E0. Detailed balance then fixes the upward jumps once the downward ones are given.
3. Below threshold, look for a steady population made of the equilibrium one minus a constant. The constant follows from the fact that nothing returns from above E0.
4. The rate is the flux of molecules jumping across E0.

**Solution of (a)**

Put x = √b and q = L/(F kT). Multiplying the relation by 1 − x gives x² = q(1 − x), or

x² + qx − q = 0,
x = [−q ± √(q² + 4q)]/2.

Since x is a non-negative square root, the plus sign applies. For q = 1/2 the square root is √(1/4 + 2) = 3/2, so

x = (−1/2 + 3/2)/2 = 1/2,
b = x² = 1/4.

The other root is x = −1. Its square, b = 1, does not solve the original relation, whose left side diverges there. Substituting b = 1/4 gives (1/4)/(1 − 1/2) = 1/2, as required.

Two limits show where this value lies. For q ≪ 1, x is small and x² = q(1 − x) gives b ≈ q: the efficiency is proportional to the mean loss. For q ≫ 1, x is near one, 1 − x = x²/q ≈ 1/q, and b ≈ 1 − 2/q: the strong-collision limit. At q = 1/2 the linear law would give 0.5, twice the correct value of b, so the quadratic must be solved in full.

The sensitivity to the input follows from ln q = 2 ln x − ln(1 − x):

d ln q/d ln x = 2 + x/(1 − x) = (2 − x)/(1 − x).

Because ln b = 2 ln x,

d ln b/d ln q = 2(1 − x)/(2 − x) = 2/3 at x = 1/2.

A small relative error in L therefore appears in b reduced by one third.

**Solution of (b)**

*Equilibrium population.* Near threshold let

f(E) = f0 exp[−(E − E0)/θ].

Its integral above E0 is f0 θ, so the definition of F gives θ = F kT. The case F = 1 means that ρ is constant near and above E0. We assume E0 ≫ kT, so that nearly all molecules lie far below threshold. With collision frequency ω, strong collisions would carry molecules across E0 at the rate ω f0 θ.

*Jumps.* Let a downward jump of size d have probability density exp(−d/a)/N, where a is a decay length in energy. Detailed balance requires, for a jump up from E to E + d,

P_up(d) f(E) = P_down(d) f(E + d).

Hence P_up(d) = exp(−d/a) exp(−d/θ)/N = exp(−d/c)/N, with

1/c = 1/a + 1/θ,  c = aθ/(a + θ).

The total probability is one, so N = a + c. The mean loss is

L = ∫ d [exp(−d/a) − exp(−d/c)] dd/(a + c), from 0 to ∞,
L = (a² − c²)/(a + c) = a − c = a²/(a + θ).

*Steady population.* Measure energy downward from threshold, y = E0 − E > 0, and let g(y) be the actual population. It is fed by molecules coming down from smaller y′ and by molecules coming up from larger y′:

(a + c) g(y) = ∫ g(y′) exp[−(y − y′)/a] dy′ (from 0 to y) + ∫ g(y′) exp[−(y′ − y)/c] dy′ (from y to ∞).

The first integral starts at 0 because no molecule returns from above threshold. If it started at −∞, two simple functions would solve the equation. For a constant, the two integrals give a and c times the constant. For exp(y/θ), they give

exp(y/θ)/(1/a + 1/θ) = c exp(y/θ),
exp(y/θ)/(1/c − 1/θ) = a exp(y/θ).

In both cases the sum is a + c times the function. Now try

g(y) = f0 [exp(y/θ) − C],

which approaches equilibrium deep below threshold. It solves the true equation if the part of the integral from −∞ to 0 vanishes:

∫ [exp(y′/θ) − C] exp[−(y − y′)/a] dy′ = exp(−y/a)(c − Ca) = 0.

This fixes C = c/a = θ/(a + θ) for all y at once. Just below threshold the population is reduced to

g(0)/f0 = 1 − C = a/(a + θ).

*Flux.* A molecule at depth y crosses E0 if it jumps up by more than y, which has probability c exp(−y/c)/(a + c). The flux is therefore

J = ω f0 [c/(a + c)] ∫ exp(−y/c)[exp(y/θ) − c/a] dy, from 0 to ∞.

Since 1/c − 1/θ = 1/a, the integral is a − c²/a = (a² − c²)/a. Thus

J = ω f0 c(a − c)/a.

Inserting c/a = θ/(a + θ) and a − c = a²/(a + θ) gives

J = ω f0 θ a²/(a + θ)².

Division by the strong-collision rate ω f0 θ yields

b = [a/(a + θ)]².

So √b is the fraction of the equilibrium population that survives just below threshold. Finally 1 − √b = θ/(a + θ), and

b/(1 − √b) = a²/[θ(a + θ)] = L/θ = L/(F kT).

This is Troe's relation. It holds without further approximation for this kernel and an exponential f(E).

*Reading the answer to (a).* With θ = kT and L = kT/2, the formula for L gives 2a² − a kT − (kT)² = 0, or (2a + kT)(a − kT) = 0. Hence a = kT and c = kT/2. The share of downward collisions is a/(a + c) = 2/3, with mean loss kT; the remaining third go up with mean gain kT/2. The balance is (2/3)kT − (1/3)(kT/2) = kT/2. Half of the equilibrium population survives just below threshold, and the rate is one quarter of the strong-collision rate.

A direct numerical solution of the master equation, on an energy grid of spacing 0.04 kT and without assuming the form of g, gives b = 0.2499 and L = 0.4999 kT for a = kT and F = 1. For a = kT and F = 1.5 it gives b = 0.1600, against (1/2.5)² = 0.16 from the formula.

**Solution of (c)**

Take rough typical values for silane: a threshold of 2.4 eV, four stretching quanta of 0.27 eV, five bending quanta of 0.12 eV and a collision diameter of 0.4 nm. At 900 K, kT = 0.0776 eV, so E0/kT ≈ 31 and the assumption E0 ≫ kT is well met. The mean loss is

L = 0.5 × 0.0776 eV = 0.0388 eV.

This loss is a chosen input, not a measured property of silane in nitrogen.

The hard-sphere collision frequency, which is the nitrogen number density times the collision cross-section and the mean relative speed, is 3.04 × 10⁶ s⁻¹. Counting harmonic vibrational states, with the discrete levels smoothed into a continuous density, gives an equilibrium fraction of 1.96 × 10⁻⁹ above threshold. The third digit depends on the smoothing: other widths give 1.95 to 2.00 × 10⁻⁹. The unsmoothed sum is 1.7 × 10⁻⁹ or 2.3 × 10⁻⁹, depending on whether the levels lying exactly at 2.4 eV are left out or counted. Hence

k_strong = 3.04 × 10⁶ s⁻¹ × 1.96 × 10⁻⁹ = 6.0 × 10⁻³ s⁻¹,
k_weak = 0.25 × 6.0 × 10⁻³ s⁻¹ = 1.5 × 10⁻³ s⁻¹.

In this estimate, about 0.15 % of the silane decomposes in the gas during one second. The absolute rates may be wrong by a factor of ten or more, because rotation, anharmonicity and the centrifugal barrier are left out. The ratio b does not contain the equilibrium fraction and is less exposed to these omissions.

*Density of states.* The state count gives F = 1.234 rather than one, because ρ rises with energy. This value holds when the levels are smoothed over one bending quantum on each side or more; narrower smoothing gives up to 1.28, which lowers b by a further 0.006. At the same L, q = 0.5/1.234 = 0.405 and b = 0.217, which is 13 % below 0.25. A master equation with the counted density of states, and with the mean loss at threshold kept at kT/2, gives 0.216. The single factor F thus captures the effect well here. The fraction above threshold was already computed with the counted states, so the consistent estimate is k_weak = 0.217 × 6.0 × 10⁻³ s⁻¹ = 1.3 × 10⁻³ s⁻¹.

*Finite pressure.* A molecule just above threshold with one open reaction channel reacts at the rate 1/(hρ) = 1.15 × 10⁸ s⁻¹, about 38 times the collision frequency. Using this rate at all energies above E0, in the model with F = 1, lowers b by 0.9 %. The low-pressure limit is a good approximation at 0.5 Torr within this estimate, which counts vibrational states only. The correction grows if the true reaction rate near threshold is smaller: it is 3 % at 10 times the collision frequency and 8 % at 3.8 times.

*Walls.* Deposition reactors have surfaces close by. Between wafers 5 mm apart, a molecule hits a wall 7.7 × 10⁴ times per second. If each hit acts as a strong collision, the walls activate molecules at a rate proportional to this number, while the gas does so in proportion to bω = 0.25 × 3.04 × 10⁶ s⁻¹ = 7.6 × 10⁵ s⁻¹. Direct activation at the walls is then about 10 % of the activation in the gas. The walls also refill the depleted population just below threshold, which raises the rate somewhat further and is not counted here. Reaction on the surface itself is a separate process, not included here.

*Temperature.* If the loss stays at 0.0388 eV and F is held at one, heating to 1200 K reduces q to 0.5 × 900/1200 = 0.375 and b to 0.205. F also rises with temperature, because the population then reaches further above threshold, where ρ is larger; this lowers b further. A fixed value of b should therefore not be carried across a wide temperature range without knowing how L and F vary.

*The real case.* The temperature and pressure are in the regime of low-pressure silicon deposition from silane. Of the assumptions behind b = 0.25, a real silane molecule clearly breaks F = 1, which lowers b by 13 % in the harmonic vibrational count used here. The exponential form of the jumps is also a model; variation 2 shows that another form can move b by about a quarter. With a mean loss of about kT/2, the cases computed here thus run from about 0.2 to 0.3. Jump distributions of other forms were not tested and could fall outside this range.

**Variation 1: half kT as the mean downward loss**

Suppose that kT/2 is the average over downward collisions alone, with F = 1. In the exponential model that average is a, so a = kT/2 and

b = [(1/2)/(1/2 + 1)]² = 1/9.

The mean over all collisions is now

L = a²/(a + kT) = (1/4)/(3/2) kT = kT/6.

Troe's relation agrees: (1/9)/(1 − 1/3) = 1/6. The numerical master equation gives b = 0.1110 and L = 0.1665 kT. The change of definition lowers the efficiency by more than a factor of two, so a quoted energy loss is usable only together with its definition.

**Variation 2: jumps of one fixed size**

Let each collision change the energy by +s or −s, with F = 1 and energies in units of kT. Detailed balance makes the ratio of up to down probabilities e^(−s), so

p_down = 1/(1 + e^(−s)),  p_up = e^(−s)/(1 + e^(−s)),
L = s(p_down − p_up) = s(1 − e^(−s))/(1 + e^(−s)).

The steady population obeys g(y) = p_down g(y − s) + p_up g(y + s). A constant solves this, and so does e^y, because p_down e^(−s) + p_up e^s = 1. Each ladder of energies has a highest rung y0 below threshold, with 0 < y0 < s. The next rung, at y0 − s, lies above threshold and is empty. Therefore

g(y) = f0 [e^y − e^(y0 − s)],  g(y0) = f0 e^(y0)(1 − e^(−s)).

Molecules cross from the highest rungs alone. Integrating over y0 from 0 to s and dividing by the strong-collision rate ω f0 gives

b = p_up (1 − e^(−s))(e^s − 1) = (1 − e^(−s))²/(1 + e^(−s)),

where e^(−s)(e^s − 1) = 1 − e^(−s) was used.

For s = 1.04, e^(−s) = 0.3535. Then L = 1.04 × 0.6465/1.3535 = 0.497, almost the half kT of the problem, and b = 0.6465²/1.3535 = 0.309. Troe's relation at this L gives 0.249, so the fixed-jump result is 24 % higher than the relation predicts. For this kernel the relation is an approximation.

The disagreement disappears for small jumps. When s ≪ 1, L ≈ s × s/2 = s²/2 and b ≈ s²/2, so b ≈ L, which is also the small-q limit found in (a). In that limit these two kernels give the same efficiency for the same mean loss; at a loss of half kT the shape of the jump distribution already matters. The remaining digits are in the numerical output below.

Values computed for the example and the checks

```
Mean loss over all collisions, L/kT: 0.50
Roots of the quadratic for sqrt(b): -1.0000, 0.5000
Collision efficiency b: 0.2500
Sensitivity d ln b / d ln L: 0.6667
Master equation (alpha/kT, F): b, L/kT
  (1.0, 1.0): 0.2499, 0.4999
  (0.5, 1.0): 0.1110, 0.1665
  (2.0, 1.0): 0.4444, 1.3329
  (1.0, 1.5): 0.1600, 0.3999
Share of downward collisions: 0.667
Mean downward loss: 1.000 kT
Mean upward gain: 0.499 kT
Stepladder jump: 1.04 kT, mean loss 0.4968 kT
Stepladder b, master equation: 0.3089
Stepladder b, Troe relation: 0.2489
Silane in nitrogen, rough inputs:
Temperature: 900 K
Pressure: 0.5 Torr
Threshold: 2.4 eV
Stretch quantum (4 modes): 0.27 eV
Bend quantum (5 modes): 0.12 eV
Collision diameter: 0.4 nm
Wafer gap: 5 mm
kT: 0.07756 eV
Mean energy loss: 0.03878 eV
Collision frequency: 3.04e+06 1/s
Density of states at threshold: 2.11e+06 1/eV
Equilibrium fraction above threshold: 1.96e-09
Strong-collision rate constant: 6.0e-03 1/s
Weak-collision rate constant, b = 1/4: 1.5e-03 1/s
Neglected effects:
F from the state count: 1.234
b from Troe relation with this F: 0.2166
b from master equation, silane states: 0.2161
Downward jump length in that run: 1.076 kT
One-channel reaction rate at threshold: 1.15e+08 1/s
Change of b by finite pressure: -0.9 %
Wall hits per molecule: 7.70e+04 1/s
Wall activation relative to gas activation: 10 %
b at 1200 K, same loss in eV, F = 1: 0.2051
```
